# The t2g shell as a reversed p shell: spin-orbit levels of low-spin d^5: a program that tests the result

```python
"""
Result under test: in a cubic field the orbital angular momentum l, projected
on the t2g orbitals (yz, zx, xy), equals minus the p-shell matrices lam.
For low-spin d^5 (t2g^5) the spin-orbit operator zeta*sum(l.s) then gives a
j=1/2 doublet at -zeta and a j=3/2 quartet at +zeta/2: a gap of 3*zeta/2.
Symbols: zeta = one-electron spin-orbit constant, delta = eg minus t2g energy,
B, C = Racah repulsion parameters, j = quantum number of lam + s; hbar = 1.
The five-electron results come from all 252 determinants of the d shell.
"""
from itertools import combinations
import numpy as np
import sympy as sp
from scipy.constants import physical_constants

zeta, delta, racah_b, racah_c = 0.4, 3.0, 0.05, 0.2      # eV
hartree_ev = physical_constants["Hartree energy in eV"][0]

# ---- angular momentum matrices by differentiation and sphere averages ----
x, y, z = sp.symbols("x y z", real=True)


def sphere_mean(f):
    total = sp.Integer(0)
    for powers, coef in sp.Poly(sp.expand(f), x, y, z).terms():
        if all(n % 2 == 0 for n in powers):
            top = sp.prod([sp.factorial2(n - 1) for n in powers])
            total += coef * top / sp.factorial2(sum(powers) + 1)
    return total


def angular_matrices(functions):
    norm = sphere_mean(functions[0] ** 2)
    for i, f in enumerate(functions):
        for k, g in enumerate(functions):
            expected = norm if i == k else 0
            assert sp.simplify(sphere_mean(f * g) - expected) == 0
    result = []
    for u, v in ((y, z), (z, x), (x, y)):
        images = [-sp.I * (u * sp.diff(g, v) - v * sp.diff(g, u))
                  for g in functions]
        result.append([[complex(sphere_mean(f * g) / norm) for g in images]
                       for f in functions])
    return np.array(result)


d_functions = [y * z, z * x, x * y, (x**2 - y**2) / 2,
               (2 * z**2 - x**2 - y**2) / (2 * sp.sqrt(3))]
l_d = angular_matrices(d_functions)
lam = angular_matrices([x, y, z])
l_t2g = l_d[:, :3, :3]


def commutator(a, b):
    return a @ b - b @ a


assert np.allclose(sum(m @ m for m in l_d), 6 * np.eye(5))
assert np.allclose(commutator(l_d[0], l_d[1]), 1j * l_d[2])
assert np.allclose(l_t2g, -lam)
assert np.allclose(commutator(l_t2g[0], l_t2g[1]), -1j * l_t2g[2])
assert np.allclose(sum(m @ m for m in lam), 2 * np.eye(3))

# ---- one electron ----
spin = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                       [[1, 0], [0, -1]]])
ls_d = sum(np.kron(l_d[k], spin[k]) for k in range(3))
ls_t2g = ls_d[:6, :6]
lam_s = sum(np.kron(lam[k], spin[k]) for k in range(3))
one_levels = np.linalg.eigvalsh(zeta * ls_t2g)
assert np.allclose(one_levels, [-zeta / 2] * 4 + [zeta] * 2)
# order of spin orbitals: yz up, yz down, zx up, zx down, xy up, xy down
doublet_state = np.array([0, 1, 0, 1j, 1, 0]) / np.sqrt(3)
assert np.allclose(ls_t2g @ doublet_state, doublet_state)
assert np.allclose(ls_d @ ls_d, 1.5 * np.eye(10) - ls_d / 2)
assert np.allclose(lam_s @ lam_s, 0.5 * np.eye(6) - lam_s / 2)
through_eg = ls_d[:6, 6:] @ ls_d[6:, :6]
assert np.allclose(through_eg, np.eye(6) + lam_s)
eg_strengths = np.linalg.eigvalsh(through_eg)
assert np.allclose(eg_strengths, [0, 0, 1.5, 1.5, 1.5, 1.5])

# ---- five-electron space: all determinants and excitation operators ----
dets = sorted(sum(1 << p for p in c) for c in combinations(range(10), 5))
position = {det: i for i, det in enumerate(dets)}
size = len(dets)
move = np.zeros((10, 10, size, size))       # move[p, q] = c+_p c_q
for col, det in enumerate(dets):
    for q in range(10):
        if not det >> q & 1:
            continue
        rest = det ^ (1 << q)
        sign_q = (-1) ** bin(det & ((1 << q) - 1)).count("1")
        for p in range(10):
            if not rest >> p & 1:
                sign_p = (-1) ** bin(rest & ((1 << p) - 1)).count("1")
                move[p, q, position[rest | (1 << p)], col] = sign_p * sign_q


def one_body(h):
    total = np.zeros((size, size), dtype=complex)
    for p, q in zip(*np.nonzero(np.abs(h) > 1e-14)):
        total += h[p, q] * move[p, q]
    return total


spin_orbit = one_body(ls_d)
total_spin = [one_body(np.kron(np.eye(5), s)) for s in spin]
spin_squared = sum(m @ m for m in total_spin).real
excite = move[0::2, 0::2] + move[1::2, 1::2]
eg_number = excite[3, 3] + excite[4, 4]

# ---- repulsion integrals by exact quadrature over two spheres ----
cos_t, w_t = np.polynomial.legendre.leggauss(6)
phi = 2 * np.pi * np.arange(12) / 12
ct, ph = [a.ravel() for a in np.meshgrid(cos_t, phi, indexing="ij")]
weights = np.repeat(w_t, 12) / 24
st = np.sqrt(1 - ct**2)
directions = np.array([st * np.cos(ph), st * np.sin(ph), ct])
values = np.array([sp.lambdify((x, y, z), f, "numpy")(*directions)
                   for f in d_functions], dtype=float) * np.sqrt(15)
assert np.allclose((values * weights) @ values.T, np.eye(5))
cosine = directions.T @ directions
slater_f2 = 49 * racah_b + 7 * racah_c
slater_f4 = 63 * racah_c / 5
kernel = (slater_f2 * (3 * cosine**2 - 1) / 2
          + slater_f4 * (35 * cosine**4 - 30 * cosine**2 + 3) / 8)
pairs = np.einsum("ai,bi,i->abi", values, values, weights)
integrals = np.einsum("abi,ij,cdj->abcd", pairs, kernel, pairs, optimize=True)
repulsion = np.zeros((size, size))
for a in range(5):
    for b in range(5):
        repulsion += 0.5 * excite[a, b] @ np.tensordot(
            integrals[a, b], excite, axes=2)
        for d in range(5):
            repulsion -= 0.5 * integrals[a, b, b, d] * excite[a, d]
# free-ion check: sextet S ground term, quartet G term 10B + 5C above it
free_ion = np.linalg.eigvalsh(repulsion)
quartet_g = free_ion[6] - free_ion[0]
assert np.allclose(free_ion[:6], free_ion[0])
assert abs(quartet_g - (10 * racah_b + 5 * racah_c)) < 1e-9

# ---- t2g^5 block: six states ----
members = [i for i, det in enumerate(dets) if det < 64]
block = np.ix_(members, members)
assert len(members) == 6
h_block = zeta * spin_orbit[block]
levels, states = np.linalg.eigh(h_block)
assert np.allclose(levels, [-zeta] * 2 + [zeta / 2] * 4)
gap_t2g = levels[2] - levels[0]
assert abs(gap_t2g - 1.5 * zeta) < 1e-12
embed = np.zeros((3, 5, 5), dtype=complex)
embed[:, :3, :3] = lam
big_lam = [one_body(np.kron(m, np.eye(2)))[block] for m in embed]
big_s = [m[block] for m in total_spin]
assert np.allclose(h_block, zeta * sum(a @ b for a, b in zip(big_lam, big_s)))
big_j = [a + b for a, b in zip(big_lam, big_s)]
assert np.allclose(commutator(big_j[0], big_j[1]), 1j * big_j[2])
j_squared = states.conj().T @ sum(m @ m for m in big_j) @ states
assert np.allclose(j_squared, np.diag([0.75] * 2 + [3.75] * 4))
rep_block = repulsion[block]
assert np.allclose(rep_block, rep_block[0, 0] * np.eye(6))
holes = [2 - (states[:, 0].conj() @ excite[a, a][block] @ states[:, 0]).real
         for a in range(3)]
assert np.allclose(holes, 1 / 3)


# ---- complete d^5 space ----
def full_gap(splitting, with_repulsion):
    h = splitting * eg_number + zeta * spin_orbit
    if with_repulsion:
        h = h + repulsion
    e = np.linalg.eigvalsh(h)
    assert np.ptp(e[:2]) < 1e-7 and np.ptp(e[2:6]) < 1e-7
    assert e[2] - e[1] > 1e-3 and e[6] - e[5] > 1e-3
    return e[2] - e[0]


gap_free = full_gap(delta, False)
lower_quartet = 0.5 * (delta - zeta / 2
                       - np.sqrt((delta + zeta / 2)**2 + 6 * zeta**2))
assert abs(gap_free - (zeta - lower_quartet)) < 1e-9
gap_second_order = 1.5 * zeta + 1.5 * zeta**2 / delta
small = 1e-3 * delta
small_root = 0.5 * (delta - small / 2
                    - np.sqrt((delta + small / 2)**2 + 6 * small**2))
series_rest = small - small_root - 1.5 * small - 1.5 * small**2 / delta
assert abs(series_rest) < 5 * small**3 / delta**2

delta_series = [delta, 30.0, 300.0, 3000.0]
gap_series = [full_gap(value, True) for value in delta_series]
departures = [g / (1.5 * zeta) - 1 for g in gap_series]
assert abs(departures[2]) < 0.02
assert abs(departures[3]) < 0.2 * abs(departures[2])


# ---- which spin has the ground term when zeta = 0 ----
def ground_spin_squared(splitting):
    vectors = np.linalg.eigh(splitting * eg_number + repulsion)[1][:, :6]
    return np.trace(vectors.T @ spin_squared @ vectors) / 6


low, high = 0.5, delta
s2_weak, s2_strong = ground_spin_squared(low), ground_spin_squared(high)
assert abs(s2_weak - 8.75) < 1e-7 and abs(s2_strong - 0.75) < 1e-7
for _ in range(22):
    middle = 0.5 * (low + high)
    if ground_spin_squared(middle) > 4:
        low = middle
    else:
        high = middle
crossing = 0.5 * (low + high)
assert abs(ground_spin_squared(crossing + 0.01) - 0.75) < 1e-6

print(f"spin-orbit constant zeta: {zeta:.3f} eV")
print(f"cubic splitting delta: {delta:.3f} eV")
print(f"Racah B: {racah_b:.3f} eV")
print(f"Racah C: {racah_c:.3f} eV")
print(f"<zx|l_z|yz> in t2g: {l_t2g[2, 1, 0].imag:+.3f} i (hbar)")
print(f"<y|l_z|x> in p shell: {lam[2, 1, 0].imag:+.3f} i (hbar)")
print(f"one electron, quartet level: {one_levels[0]:+.4f} eV")
print(f"one electron, doublet level: {one_levels[5]:+.4f} eV")
print(f"t2g^5, doublet level: {levels[0]:+.4f} eV")
print(f"t2g^5, quartet level: {levels[5]:+.4f} eV")
print(f"j(j+1) of t2g^5 doublet: {j_squared[0, 0].real:.4f} (hbar^2)")
print(f"j(j+1) of t2g^5 quartet: {j_squared[5, 5].real:.4f} (hbar^2)")
print("hole weights on yz, zx, xy in doublet: "
      + ", ".join(f"{w:.4f}" for w in holes) + " (no unit)")
print(f"gap within t2g^5: {gap_t2g:.4f} eV")
print(f"gap within t2g^5: {gap_t2g / hartree_ev:.6f} hartree")
print(f"eg coupling strength, doublet: {abs(eg_strengths[0]):.3f} zeta^2")
print(f"eg coupling strength, quartet: {eg_strengths[5]:.3f} zeta^2")
print(f"lower quartet orbital energy with eg: {lower_quartet:.4f} eV")
print(f"gap, all d orbitals, no repulsion: {gap_free:.4f} eV")
print(f"same gap to second order in zeta: {gap_second_order:.4f} eV")
print(f"gap, all d orbitals, with repulsion: {gap_series[0]:.4f} eV")
print(f"number of d^5 determinants: {size}")
print(f"free-ion sextet S to quartet G energy: {quartet_g:.4f} eV")
print(f"ground S(S+1) at delta = 0.5 eV, zeta = 0: {s2_weak:.3f} (hbar^2)")
print(f"ground S(S+1) at delta = {delta:.1f} eV, zeta = 0: "
      f"{s2_strong:.3f} (hbar^2)")
print(f"delta where sextet ceases to be lowest, zeta = 0: {crossing:.4f} eV")
for value, gap, part in zip(delta_series, gap_series, departures):
    print(f"with repulsion, delta = {value:.0f} eV: gap {gap:.5f} eV, "
          f"departure from 3 zeta/2: {100 * part:+.3f} percent")
print("PASS")
```

Printed output:

```
spin-orbit constant zeta: 0.400 eV
cubic splitting delta: 3.000 eV
Racah B: 0.050 eV
Racah C: 0.200 eV
<zx|l_z|yz> in t2g: -1.000 i (hbar)
<y|l_z|x> in p shell: +1.000 i (hbar)
one electron, quartet level: -0.2000 eV
one electron, doublet level: +0.4000 eV
t2g^5, doublet level: -0.4000 eV
t2g^5, quartet level: +0.2000 eV
j(j+1) of t2g^5 doublet: 0.7500 (hbar^2)
j(j+1) of t2g^5 quartet: 3.7500 (hbar^2)
hole weights on yz, zx, xy in doublet: 0.3333, 0.3333, 0.3333 (no unit)
gap within t2g^5: 0.6000 eV
gap within t2g^5: 0.022050 hartree
eg coupling strength, doublet: 0.000 zeta^2
eg coupling strength, quartet: 1.500 zeta^2
lower quartet orbital energy with eg: -0.2733 eV
gap, all d orbitals, no repulsion: 0.6733 eV
same gap to second order in zeta: 0.6800 eV
gap, all d orbitals, with repulsion: 0.7565 eV
number of d^5 determinants: 252
free-ion sextet S to quartet G energy: 1.5000 eV
ground S(S+1) at delta = 0.5 eV, zeta = 0: 8.750 (hbar^2)
ground S(S+1) at delta = 3.0 eV, zeta = 0: 0.750 (hbar^2)
delta where sextet ceases to be lowest, zeta = 0: 1.2976 eV
with repulsion, delta = 3 eV: gap 0.75648 eV, departure from 3 zeta/2: +26.080 percent
with repulsion, delta = 30 eV: gap 0.61950 eV, departure from 3 zeta/2: +3.251 percent
with repulsion, delta = 300 eV: gap 0.60199 eV, departure from 3 zeta/2: +0.332 percent
with repulsion, delta = 3000 eV: gap 0.60020 eV, departure from 3 zeta/2: +0.033 percent
PASS
```
